Static Electron Capture by Randomly Placed Acid Generators

An electron has come to rest in a resist film containing acid generators of number density c. Suppose that it is captured at once if the centre of at least one generator lies within a distance R, and is otherwise left free. Nothing moves, so no diffusion constant or time enters. The film is much larger than R, so its size does not enter either. The capture probability P is a pure number, and c and R can form a pure number only through the product cR³. Hence

P = F(cR³).

This assumes that the arrangement has no length of its own besides those set by c. A fixed separation d within pairs, for instance, would add the ratio d/R as a second variable. Without such a length, the function F depends only on the type of arrangement. If the generators are placed independently and uniformly, the chance that a region contains no centre depends on its volume, not on its shape or position. Call this chance S(v). In a large film, what happens in one region does not influence a separate one, so two disjoint regions are both empty with probability

S(v₁ + v₂) = S(v₁) S(v₂).

The decreasing solution with S(0) = 1 is S(v) = exp(−αv). In a very small region two centres are negligibly likely compared with one, and one is present with probability cv. Since 1 − exp(−αv) ≈ αv, it follows that α = c. For a sphere of radius R this gives

P = 1 − exp(−cv),  v = 4πR³/3.

The argument took for granted that disjoint regions are independent. A direct average over generator positions shows when that holds, and also covers capture zones without a sharp edge. The algebra is in atomic units, with lengths in bohr and energies in hartree. Formulas that contain only lengths and densities keep their form when the numbers are put in angstrom.

Let N generators occupy a film of volume V, with c = N/V, and put the electron at the origin. Let f(r) be the probability that a generator at position r leaves the electron free. If the generators act independently, the electron survives a given arrangement with probability f(r₁)f(r₂)…f(r_N). Each position is uniformly distributed with density 1/V, independently of the others and of the electron. The average of the product is therefore the product of N equal averages:

S_N = [(1/V) ∫ f(r) d³r]^N.

The integral runs over the film. Writing f = 1 − (1 − f) separates off the part that differs from unity near the electron:

S_N = [1 − I/V]^N,  I = ∫ [1 − f(r)] d³r.

The quantity I is an effective capture volume. Since 1/V = c/N, the logarithm is

ln S_N = N ln(1 − cI/N) = −cI − (cI)²/(2N) − (cI)³/(3N²) − …

If N and V grow at fixed c while I stays finite, every term after the first vanishes, and

S = exp(−cI).

The limit is not needed if the number n of generators in the film itself fluctuates with a Poisson distribution of mean M = cV. Averaging the survival probability over n then gives

S = Σₙ e^(−M) (Mⁿ/n!) (1 − I/V)ⁿ = e^(−M) exp[M(1 − I/V)] = exp(−cI).

For the sharp sphere, f = 0 inside R and f = 1 outside. Then I = v, and the stated law follows. For fixed N the independence of disjoint regions is an approximation, because a generator found in one region is missing from the rest. The term −(cv)²/(2N) measures this effect. It lowers the survival probability, so at the same density a fixed number of generators gives slightly more capture, provided the whole capture sphere lies inside the sample.

As an example take the round model parameters c = 2×10⁻⁴ Å⁻³ and R = 10 Å (18.9 bohr), which are not assigned to a particular resist. Then

v = (4π/3)(10 Å)³ = 4189 Å³,
cv = 2×10⁻⁴ × 4189 = 0.838,
P = 1 − exp(−0.838) = 1 − 0.433 = 0.567.

A simulation with random generator positions gives 0.5683 with a standard error of 0.0011. With exactly 25 generators in a periodic box of edge 50 Å, which has the same density, the finite-N formula gives 0.5735 and the simulation 0.5738 ± 0.0008. The leading correction accounts for the shift: (0.838)²/50 = 0.014, so survival falls by about 1.4 percent of 0.433, and P rises by 0.006.

The probability refers to one electron, averaged over generator positions. It is not the fraction of generators converted, which also depends on the number of electrons. Nor is it the acid yield per electron, which contains a further factor for the formation of acid after capture. If earlier electrons have consumed generators near the point in question, the remaining ones are no longer uniformly distributed relative to it, and the formula does not apply as it stands. Independent placement also treats the generators as points that may lie arbitrarily close together. Real generator molecules exclude one another, which spaces them more evenly and raises capture. At the density and radius of the example, a minimum centre distance of 6 Å raises P by about 0.02, and one of 8 Å by about 0.05.

A film surface is covered by the same average. If the electron sits on a flat surface and the generators are uniform right up to it, only half the sphere lies in the film. Then I = v/2 and

P_surface = 1 − exp(−cv/2).

In the example this is 1 − √0.433 = 0.342, the same value as in the bulk at half the density. The capture probability thus falls from 0.567 to 0.342 within a distance R of the surface, with no change in composition.

The law can also be read as a statement about distances. The electron escapes capture when its nearest generator is farther away than R. The probability that the nearest distance exceeds r is S(r) = exp(−4πcr³/3), and the probability density of that distance is

h(r) = −dS/dr = 4πcr² exp(−4πcr³/3).

The factor 4πcr² is the mean number of centres per unit thickness of a shell, and the exponential is the chance that the shell's interior is empty. The mean nearest distance follows by partial integration. The boundary term rS(r) vanishes at both ends, which leaves

⟨r⟩ = ∫₀^∞ r h(r) dr = ∫₀^∞ S(r) dr.

With u = 4πcr³/3 one has r = (3/4πc)^(1/3) u^(1/3) and dr = (3/4πc)^(1/3) (1/3) u^(−2/3) du, so that

⟨r⟩ = (3/4πc)^(1/3) (1/3) ∫₀^∞ u^(−2/3) e^(−u) du
  = (3/4πc)^(1/3) (1/3) Γ(1/3)
  = (3/4πc)^(1/3) Γ(4/3).

The median, where S = 1/2, is

r_med = (3 ln 2/4πc)^(1/3).

For the example the mean is 9.47 Å and the median 9.39 Å. The chosen R lies a little above the median, which is why slightly more than half of the electrons are captured.

For cv ≪ 1 the exponential expands to

P = cv − (cv)²/2 + …

and capture is proportional to the generator density. At R = 5 Å, cv is one eighth of 0.838, or 0.105, while P = 0.099; the linear estimate is about 5 percent too high relative to P. For cv ≫ 1 the survival probability is exponentially small and P saturates. At R = 15 Å, P = 0.941. Doubling c at fixed R squares the survival probability: 0.433² = 0.187, so P rises from 0.567 to 0.813, which is less than a factor of two.

The sensitivity to the two parameters follows by differentiation:

dP/d ln c = cv exp(−cv),  dP/d ln R = 3cv exp(−cv).

The factor 3 appears because v grows as R³. Both expressions are largest at cv = 1, where the derivative of x exp(−x), namely (1 − x) exp(−x), vanishes. In the example dP/d ln R = 3 × 0.838 × 0.433 = 1.09. An error of 1 percent in R therefore changes P by about 0.011, three times the effect of the same relative error in c.

The density alone does not determine P; the arrangement matters too. Let K be the number of centres inside the capture sphere. When the electron position is uniformly distributed relative to the generators, the mean of K is cv for any arrangement of density c. Capture requires K ≥ 1, and the excess K − 1 is wasted. Averaging the identity "K equals one if K ≥ 1, plus the excess" gives

P = cv − W_ex,  W_ex = ⟨max(K − 1, 0)⟩.

Hence P ≤ cv, and at given c and R an arrangement captures more when its mean excess W_ex is smaller. For independent generators the example has W_ex = 0.838 − 0.567 = 0.27.

Even spacing can reduce this waste. Periodic order alone is not enough, since a crystal built of close pairs can waste more than independent generators do. Put the generators on a simple cubic lattice of spacing a = c^(−1/3) = 17.1 Å, and draw a sphere of radius R around each. The electron is captured if it lies in at least one sphere. Nearest neighbours overlap because a < 2R. All other pairs are at least √2 a apart, and since √2 a > 2R they do not overlap. Among any three sites of a simple cubic lattice at least one pair are not nearest neighbours, so no point lies in three spheres. The waste is then the fraction of space covered twice.

The overlap of two spheres at distance d consists of two equal caps, each running from the mid-plane at z = d/2 to z = R:

l(d) = 2 ∫_{d/2}^{R} π(R² − z²) dz
  = 2π(2R³/3 − R²d/2 + d³/24)
  = π(4R + d)(2R − d)²/12.

Each site has six nearest neighbours, and each overlap is shared by two sites, so there are three overlaps per site and

P_lattice = cv − 3c l(a).

With l(a) = 125.7 Å³ the waste is 3 × 2×10⁻⁴ × 125.7 = 0.0754, and P_lattice = 0.8378 − 0.0754 = 0.762.

Pairing has the opposite effect. Let the generators form pairs of fixed separation d, with random positions and orientations, so that the density of pairs is c/2. A pair leaves the electron free if both members lie outside the capture sphere. In terms of the first member's position, this excludes the sphere around the electron and a second one displaced by the pair vector. Their union has volume 2v − l(d) for d < 2R, whatever the orientation. The pairs are independent of one another, so the general average applies with c replaced by c/2 and I by this union:

P_pairs = 1 − exp{−(c/2)[2v − l(d)]} = 1 − exp[−cv + c l(d)/2].

The positive term c l(d)/2 raises survival. It vanishes for d ≥ 2R, where the two spheres no longer overlap and the result for independent generators returns. For d = 8 Å the overlap is 1810 Å³. The exponent is 10⁻⁴ × (8378 − 1810) = 0.657, and P_pairs = 0.481. At the same density and capture radius, the probability thus runs from 0.48 for these pairs through 0.57 for independent generators to 0.76 for the lattice. Simulations of the three arrangements agree with the formulas to within 1.5 standard errors, as the numerical output shows.

The radius R has so far been given. A simple model of its origin is irreversible tunnelling from the electron's resting place to a generator. Under a flat barrier of height W above the electron energy, the one-dimensional Schrödinger equation reads

−½ψ″ + Wψ = 0,  so ψ″ = 2Wψ,

and the decaying solution is exp(−κr) with κ = √(2W). The transfer rate is taken proportional to the square of this amplitude,

k(r) = ν exp(−2κr),

with a constant prefactor ν. The model leaves out any distance dependence of ν, any dependence on molecular orientation, and return of the electron. For W = 1 eV, κ = 0.512 Å⁻¹ and 2κ = 1.025 Å⁻¹. Integrating the Schrödinger equation through square barriers 8 and 12 Å wide, at an incident energy of 1 eV, gives the same decay of the transmission between these widths to within 0.1 percent.

With several generators present the rates add, and the survival probability after a waiting time t is exp(−Σk(r_i)t). This is a product over generators with f(r) = exp[−k(r)t], as the general average requires. Capture "at once" now means capture within a time t too short for diffusion, although t must be long compared with 1/ν if tunnelling is to reach beyond contact. Define R as the distance where k(R)t = 1:

R = ln(νt)/(2κ),  k(r)t = exp[−2κ(r − R)].

A radius of 10 Å requires νt = 2.8×10⁴. A tenfold longer wait increases R by ln 10/(2κ) = 2.2 Å, so in this model R depends on the observation time logarithmically. Since the capture volume grows as R³, the effect on capture is still large: with the soft-edge result derived below, a tenfold shorter or longer wait moves P from 0.64 to 0.40 or 0.84. The effective volume I is

V_eff = ∫₀^∞ 4πr² {1 − exp[−e^(−2κ(r−R))]} dr.

The bracket is nearly 1 well inside R and falls as exp[−2κ(r − R)] well outside. To evaluate the integral, set b = 2κ, x = b(r − R) and Φ(x) = exp(−e^(−x)). The function Φ rises from 0 to 1 and is the cumulative distribution of a random variable G, called a Gumbel variable. Partial integration moves the derivative onto Φ; the boundary term (4πr³/3)(1 − Φ) vanishes at r = 0 and at infinity, so

V_eff = (4π/3) ∫ r³ dΦ,  r = R + x/b.

The integral starts at x = −bR. Extending it to −∞ costs an error suppressed by the factor Φ(−bR) = exp(−e^(bR)), which is negligible here. The integral is then the mean of (R + G/b)³:

V_eff = (4π/3)[R³ + 3R²m₁/b + 3Rm₂/b² + m₃/b³],  mⱼ = ⟨Gʲ⟩.

The moments follow from a generating function. With u = e^(−x), the weight dΦ becomes e^(−u) du on 0 < u < ∞, once the limits are put in increasing order, and

⟨e^(sG)⟩ = ∫₀^∞ u^(−s) e^(−u) du = Γ(1 − s),  s < 1.

The product formula of the gamma function gives

ln Γ(1 − s) = γs + ζ(2)s²/2 + ζ(3)s³/3 + …

where γ = 0.577 is Euler's constant and ζ the Riemann zeta function. The coefficients of s, s²/2! and s³/3! are the mean γ, the variance ζ(2) = π²/6 and the third central moment 2ζ(3). Therefore

m₁ = γ,
m₂ = γ² + π²/6,
m₃ = γ³ + γπ²/2 + 2ζ(3).

For the example the four terms in the bracket are 1000, 169, 57 and 5 Å³. Their sum, 1231 Å³, multiplied by 4π/3 gives V_eff = 5155 Å³, in agreement with direct quadrature. The general average then yields

P = 1 − exp(−cV_eff) = 1 − exp(−1.031) = 0.643.

The exponential law has survived, with an effective radius R_eff = (3V_eff/4π)^(1/3) = 10.7 Å (20.3 bohr) in place of R. For κR ≫ 1, expanding the cube root gives

R_eff ≈ R + γ/(2κ) + π²/[6(2κ)²R].

The first correction, 0.56 Å, is the mean outward shift of the edge. The second, 0.16 Å, comes from the spread of the edge about this shifted mean position: since volume grows as r³, an outward displacement adds more volume than an equal inward one removes. A sharp sphere drawn at k(R)t = 1 therefore underestimates capture: it gives 0.567 instead of 0.643, a shortfall of 12 percent relative to the tunnelling result. For independent generators the sharp-sphere formula remains usable for such a zone if its radius is understood as R_eff, the radius of a sphere with the same effective capture volume. For ordered or paired generators the overlap of capture zones matters too, and this replacement is in general not exact.

Calculated quantities

```
generator density c: 0.0002 angstrom^-3
capture radius R: 10 angstrom
capture radius R, converted: 18.897 bohr
capture volume v: 4188.79 angstrom^3
mean number in capture sphere c v: 0.83776
survival probability exp(-c v): 0.43268
P at R = 5 angstrom, c = 0.0002 angstrom^-3: formula 0.0994, simulated 0.0996 +- 0.0007
P at R = 10 angstrom, c = 0.0002 angstrom^-3: formula 0.5673, simulated 0.5683 +- 0.0011
P at R = 15 angstrom, c = 0.0002 angstrom^-3: formula 0.9408, simulated 0.9406 +- 0.0005
P at R = 10 angstrom, c = 0.0001 angstrom^-3: formula 0.3422, simulated 0.3420 +- 0.0015
P at R = 10 angstrom, c = 0.0004 angstrom^-3: formula 0.8128, simulated 0.8110 +- 0.0012
mean nearest distance (angstrom): formula 9.4726, simulated 9.4667 +- 0.0077
median nearest distance: 9.3879 angstrom
box edge: 50 angstrom
fixed number N in box: 25
P with fixed N: formula 0.5735, simulated 0.5738 +- 0.0008
lattice spacing: 17.1 angstrom
neighbour sphere overlap in lattice: 125.74 angstrom^3
P for simple cubic lattice: formula 0.7623, simulated 0.7616 +- 0.0007
pair separation d: 8 angstrom
sphere overlap within a pair: 1809.6 angstrom^3
P for random pairs: formula 0.4815, simulated 0.4802 +- 0.0011
barrier height W: 1 eV
decay constant kappa: 0.51232 angstrom^-1
2 kappa from formula: 1.0246 angstrom^-1
2 kappa from barrier integration: 1.0245 angstrom^-1
nu t that gives R: 28179
effective volume from moments: 5154.673 angstrom^3
effective volume from quadrature: 5154.673 angstrom^3
effective radius: 10.716 angstrom
effective radius, converted: 20.251 bohr
c times effective volume: 1.0309
P with tunnelling edge: formula 0.6433, simulated 0.6442 +- 0.0009
```
